# Thermal Spin Polarization and Deuteron Polarization from Line Asymmetry

## Problem

A sample in a field $B=5$ T and at a temperature $T=1$ K contains unpaired electrons, protons and deuterons. Treat them as independent spins with free-particle magnetic moments. The distance between neighbouring Zeeman levels, divided by Boltzmann's constant $k$, is

- 6.725 K for the electron,
- 0.01022 K for the proton,
- 0.001568 K for the deuteron.

The polarization of a spin $I$ is $P=\langle I_z\rangle/I$, with the $z$ axis along the field. It runs from $-1$ to $1$.

**(a)** Find the thermal polarizations of the three species. By what factor would the proton polarization grow if it were raised to the magnitude of the electron polarization?

**(b)** A dynamic polarization process, driven by microwaves through the electrons, brings the deuterons to a spin temperature $T_s$ different from $T$. Their magnetic resonance shows two lines, split by a weak quadrupole coupling. Let $r$ be the area of the line between $m=+1$ and $m=0$, divided by the area of the line between $m=0$ and $m=-1$. Express $P$ through $r$ and evaluate it for $r=1.6$.

**(c)** When does a measured asymmetry give a wrong polarization?

## First estimate by scaling

A polarization is produced by the competition between the level spacing $\Delta$ and the thermal energy $kT$. When $\Delta\ll kT$, the weight of level $m$ is $e^{m\Delta/kT}\approx 1+m\Delta/kT$ for a positive moment. Averaging $m$ with these weights gives

$$
\langle m\rangle\approx\frac{\Delta}{kT}\,\overline{m^2},
$$

where the bar is the plain average over the levels. The term without $\Delta$ vanishes because the values of $m$ are symmetric about zero.

For spin 1/2, $\overline{m^2}=1/4$ and $P=2\langle m\rangle$, so $P\approx\Delta/2kT$. For spin 1, $\overline{m^2}=(1+0+1)/3=2/3$ and $P=\langle m\rangle$, so $P\approx 2\Delta/3kT$. At 1 K this gives

$$
P_p\approx\frac{0.01022}{2}=0.0051,\qquad
P_d\approx\frac{2(0.001568)}{3}=0.00105 .
$$

For the electron the same expression would give a magnitude of 3.36, which is impossible. The estimate has left its range, and the message is that the electrons are nearly saturated, with $|P_e|$ close to 1.

For the deuteron lines, suppose that each step down in energy multiplies the population by the same factor $e^x$, with $x=\Delta/kT_s$. The population differences across the two steps then also stand in the ratio $e^x$. If the line areas measure these differences, $r=e^x\approx1+x$, and the weak-polarization result becomes

$$
P\approx\frac{2}{3}(r-1).
$$

For $r=1.6$ this estimate is 0.40. Since $r-1$ is not small, a sizeable correction must be expected.

## Exact solution

### (a) Thermal polarizations

A moment $\mu$ belonging to spin $I$ has the Zeeman energies $E_m=-\mu Bm/I$. For $I=1/2$ these are $\mp\mu B$ for $m=\pm1/2$. With $a=\mu B/kT$ the Boltzmann weights are $e^{\pm a}$, and

$$
P=\frac{e^a-e^{-a}}{e^a+e^{-a}}=\tanh a .
$$

The level spacing is $2|\mu|B$, so $|a|$ is half the spacing divided by $kT$. For the electron $|a|=3.3625$. Multiplying numerator and denominator of the hyperbolic tangent by $e^{-|a|}$ gives

$$
|P_e|=\frac{1-e^{-6.725}}{1+e^{-6.725}}
\approx\frac{1-0.0012}{1+0.0012}=0.9976 .
$$

The electron polarization is therefore 99.8 percent in magnitude. The electron moment is opposite to its spin, so $a<0$ and the spins point against the field, while the moments point along it.

For the proton $a=0.005108$. The correction to $\tanh a\approx a$ is of relative size $a^2/3$, which is negligible here, and

$$
P_p=0.00511=0.51\ \text{percent}.
$$

For the deuteron the three weights are $e^x,1,e^{-x}$, so

$$
P_d=\frac{e^x-e^{-x}}{e^x+1+e^{-x}} .
$$

With the unrounded spacing, $x\approx0.001568$, this is 0.1046 percent.

Raising the proton polarization to the electron value would multiply it by 195. The ratio of the magnetic moments is larger, 658. The two would agree if both species were in the linear regime, but the electron has $\tanh|a|/|a|=0.9976/3.3625=0.297$, and $658\times0.297=195$. Saturation of the electrons accounts for the difference.

### (b) Deuteron polarization from the two lines

**The levels.** Without quadrupole coupling, the two deuteron transitions have the same frequency $\nu_D$. Let the electric field gradient at the nucleus be axially symmetric about a unit vector $\mathbf n$, at angle $\theta$ to the field. With $h$ Planck's constant and $C$ the coupling constant in frequency units,

$$
\frac{H}{h}=-\nu_D I_z+\frac C4\left[3(\mathbf n\cdot\mathbf I)^2-2\right].
$$

For $|C|\ll\nu_D$, the first-order energies are the diagonal elements of $H$. Choose $\mathbf n=(\sin\theta,0,\cos\theta)$. In $(\mathbf n\cdot\mathbf I)^2$ the cross terms contain one factor $I_x$, which changes $m$, and have no diagonal element. Since $I_x^2+I_y^2=2-I_z^2$ for spin 1, and $I_x^2$ and $I_y^2$ have equal diagonal elements, that of $I_x^2$ is $(2-m^2)/2$. Writing $c=\cos\theta$,

$$
\begin{aligned}
3\langle(\mathbf n\cdot\mathbf I)^2\rangle-2
&=\tfrac32(1-c^2)(2-m^2)+3c^2m^2-2\\
&=(1-3c^2)+\tfrac32m^2(3c^2-1)\\
&=\tfrac12(3c^2-1)(3m^2-2).
\end{aligned}
$$

Hence

$$
\frac{E_m}{h}=-\nu_Dm+\frac C8(3c^2-1)(3m^2-2).
$$

The factor $3m^2-2$ is $1$ for $m=\pm1$ and $-2$ for $m=0$. Subtracting neighbouring energies gives

$$
\begin{aligned}
\nu_+&=\frac{E_0-E_{+1}}h=\nu_D-q,\\
\nu_-&=\frac{E_{-1}-E_0}h=\nu_D+q,\qquad
q=\frac{3C}{8}(3c^2-1).
\end{aligned}
$$

The coupling separates the lines by $2|q|$, which vanishes only at $3c^2=1$. Where this separation is much larger than the linewidth, the areas can be measured one by one.

**The areas.** A weak radio-frequency field drives absorption and stimulated emission with equal probabilities. The net signal of a transition is proportional to the lower population minus the upper one, times the squared matrix element. For spin 1, both $\langle+1|I_+|0\rangle$ and $\langle0|I_+|-1\rangle$ equal $\sqrt2$, where $I_+=I_x+iI_y$, so the matrix elements cancel in the ratio. If the detector has the same gain for both lines,

$$
r=\frac{n_+-n_0}{n_0-n_-},
$$

where $n_+,n_0,n_-$ are the populations of $m=+1,0,-1$. Area here means the integrated absorptive response. Absorbed power would carry an additional factor of frequency, which multiplies the ratio by about $1-2q/\nu_D$. At a given orientation, this can be ignored when $2|q|/\nu_D$ is small compared with $|r-1|$.

**The spin temperature.** This single ratio cannot determine two independent population ratios. The missing condition is a common spin temperature. Neglecting $q$ beside $\nu_D$ in the populations,

$$
n_+:n_0:n_-=e^{2x}:e^x:1,\qquad x=\frac{h\nu_D}{kT_s}.
$$

Insertion in the area ratio gives

$$
r=\frac{e^{2x}-e^x}{e^x-1}=\frac{e^x(e^x-1)}{e^x-1}=e^x .
$$

The populations are therefore in the ratio $r^2:r:1$, and

$$
\boxed{P=\frac{n_+-n_-}{n_++n_0+n_-}=\frac{r^2-1}{r^2+r+1}} .
$$

At $r=1.6$,

$$
P=\frac{2.56-1}{2.56+1.6+1}=\frac{1.56}{5.16}=0.302 .
$$

The spin temperature is $T_s=0.001568\ \text{K}/\ln1.6=0.00334$ K, about 300 times below the lattice temperature.

**Sign and uniqueness.** Replacing $r$ by $1/r$ and multiplying numerator and denominator by $r^2$ gives $P(1/r)=-P(r)$. Interchanging the line assignments therefore reverses the inferred sign. The sign of the signal resolves this, because the sum of the areas is proportional to $n_+-n_-$: positive $P$ means net absorption and negative $P$ net emission.

Differentiation gives

$$
\begin{aligned}
\frac{dP}{dr}
&=\frac{2r(r^2+r+1)-(r^2-1)(2r+1)}{(r^2+r+1)^2}\\
&=\frac{r^2+4r+1}{(r^2+r+1)^2}>0\quad(r>0).
\end{aligned}
$$

Each positive $r$ thus corresponds to one polarization. For large $r$,

$$
1-P=\frac{r+2}{r^2+r+1}\approx\frac1r ,
$$

so the polarization approaches 1 as the upper two levels empty.

## Comparison of estimate and solution

| Quantity | Estimate | Solution |
|---|---:|---:|
| $\lvert P_e\rvert$ | near 1 | 0.998 |
| $P_p$ | 0.0051 | 0.0051 |
| $P_d$ at 1 K | 0.00105 | 0.00105 |
| $P_d$ at $r=1.6$ | 0.40 | 0.302 |

The first three entries agree as their regimes suggest. The last estimate is too high by about a third of the solution. To see why, put $r=1+\epsilon$:

$$
P=\frac{2\epsilon+\epsilon^2}{3+3\epsilon+\epsilon^2}
=\frac{2\epsilon}{3}-\frac{\epsilon^2}{3}+\cdots .
$$

The first correction is negative and, relative to the leading term, has size $\epsilon/2$. This is 0.3 for $\epsilon=0.6$.

The logarithm of $r$ is a better variable for scaling. Since $r=e^x$,

$$
P=\frac{2\sinh x}{1+2\cosh x}
=\frac{2x}{3}-\frac{x^3}{9}+\cdots .
$$

There is no quadratic term because $P$ is odd in $x$. With $x=\ln1.6=0.470$, the leading term is 0.313, already within 4 percent of the solution.

## (c) When the asymmetry misleads

### No common spin temperature

Take populations $0.5,0.3,0.2$ for $m=+1,0,-1$. The area ratio is $0.2/0.1=2$, from which the boxed formula gives $3/7=0.429$. The actual polarization is $0.5-0.2=0.300$. The formula fails because $0.5/0.3$ and $0.3/0.2$ are different.

### Overlapping lines in a powder

Consider a model powder with $C=200$ kHz, $\nu_D=32\,680$ kHz and a spin temperature such that $e^x=1.6$. Its spectrum was computed by diagonalizing the full three-level Hamiltonian for 2000 orientations, evenly spaced in $\cos\theta$ so that equal solid angles have equal weight. The levels were filled with Boltzmann weights, and each line was given a Gaussian broadening of standard deviation 3 kHz.

Here $3C/8=75$ kHz. With $u=3c^2-1$, the density of orientations per unit $u$ is

$$
\frac{dc}{du}=\frac{1}{2\sqrt{3(u+1)}} .
$$

It is largest near $u=-1$, where $\theta=90^\circ$. The $\nu_+$ pattern therefore peaks near $\nu_D+75$ kHz and the $\nu_-$ pattern near $\nu_D-75$ kHz. Each pattern extends 150 kHz to the other side of $\nu_D$, so it lies under the peak of its partner.

Let a pattern of unit area have height $A$ at its own peak and $b$ at its partner's peak. The ratio of the observed heights is

$$
\frac{rA+b}{A+rb}<r\qquad(r>1,\ b>0),
$$

because $rA+b-r(A+rb)=b(1-r^2)<0$. In the computed spectrum the height ratio is 1.43. Used in place of $r$, it gives $P\approx0.23$, whereas the density matrix gives 0.302. The height ratio depends on the broadening: it is 1.48 at 1.5 kHz and 1.37 at 6 kHz.

A least-squares fit with two first-order powder patterns separates the overlapping areas approximately. It gives $r=1.610$ and $P=0.306$. The remaining error in $P$ is about 0.004, or 1.2 percent of its true value.

### Unequal level spacings

The main source of this remaining error appears when $q$ is kept in the populations. The two spacings divided by $kT_s$ are $x(1-q/\nu_D)$ and $x(1+q/\nu_D)$. The coupling also mixes the states, to first order in $C/\nu_D$. This adds nothing to the $I_+$ elements at that order, because none of the admixed terms raises $m$ by one, but the mixing of $m=+1$ with $m=-1$ creates small $I_-$ elements of opposite sign on the two lines. A linearly polarized radio-frequency field couples to both $I_+$ and $I_-$, so the squared matrix element acquires a first-order cross term proportional to $\cos2\phi$, where $\phi$ is the azimuth of $\mathbf n$ about the static field, measured from the radio-frequency field. This term is absent for a circularly polarized field and vanishes on averaging over $\phi$, as in a powder; the computed spectra here use that average. The $I_-$ element then enters only squared, and for one value of $\theta$,

$$
r=\frac{e^{x(1-q/\nu_D)}-1}{1-e^{-x(1+q/\nu_D)}} .
$$

Expanding the logarithm to first order in $q/\nu_D$,

$$
\begin{aligned}
\ln r
&\approx x-\frac{xq}{\nu_D}
\left[\frac{e^x}{e^x-1}+\frac1{e^x-1}\right]\\
&=x-\frac{xq}{\nu_D}\coth\frac x2 .
\end{aligned}
$$

At $\theta=90^\circ$, $q=-75$ kHz. For $e^x=1.6$ the bracket is $2.6/0.6$, and the relative increase of $r$ is about 0.5 percent. The powder fit shows an increase of 0.6 percent. If the lines are placed at their first-order frequencies and only the areas are kept exact, the same fit is still 0.5 percent high. The other 0.1 percent comes from second-order shifts of the lines, which the fitted patterns leave out. The areas summed over all orientations keep the ratio 1.600, because $q$ averages to zero over the sphere. The error thus belongs to the fit, which assumes the same area ratio at every orientation.

The correction is even in $x$. At the opposite spin temperature, where $e^x=1/1.6=0.625$, the same fit gives 0.629, again 0.6 percent high. The inferred polarization is $-0.299$, against $-0.302$ from the density matrix.

For small $x$, $x\coth(x/2)\approx2$. The bias then stays finite while the thermal asymmetry vanishes. At 1 K and $\theta=90^\circ$,

$$
r-1\approx x+\frac{2(75)}{32\,680}
=0.00157+0.00459=0.00616 .
$$

Diagonalization, with the same average over $\phi$, gives 0.00618. For a single crystal in a linearly polarized field the $\cos2\phi$ term multiplies $r$ by about $1-(3C/4\nu_D)\sin^2\theta\cos2\phi$, which is as large as the bias itself: at $\theta=90^\circ$, $r-1$ runs from 0.00157 at $\phi=0$ to 0.0108 at $\phi=90^\circ$. Take the averaged value 0.00618. The boxed formula would turn this into a polarization of 0.41 percent, about four times the true 0.105 percent. A small quadrupole coupling is therefore not sufficient by itself: its effect on $r$ must also be small compared with $|r-1|$.

### Calibration by total area

The sum of the two areas avoids this difficulty. For weak quadrupole coupling it is very nearly proportional to

$$
(n_+-n_0)+(n_0-n_-)=n_+-n_- ,
$$

which is $P$ for normalized populations, whether or not they share a spin temperature. This holds for a powder or a circularly polarized field. For a single crystal in a linearly polarized field the $\cos2\phi$ term adds about $-(3C/8\nu_D)\sin^2\theta\cos2\phi\,(n_+-2n_0+n_-)$, which matters when $P$ is small and the alignment large: for populations $0.46,0.10,0.44$ at $\theta=90^\circ$ it shifts the result by up to 8 percent. One needs a reference signal of known polarization, recorded with the same number of spins and the same gain.

In the model powder, the total area at the low spin temperature is 289 times that at 1 K. Multiplying by the thermal polarization gives $289\times0.1046$ percent $=30.2$ percent, in agreement with the density matrix. The two methods are complementary: the asymmetry needs no thermal reference but assumes a spin temperature, while the total area needs the reference but not that assumption.
